# The Kingston–Neustadter Relation Between Surface Field and Band Bending, part 1

(Sections cited here and not found follow in the second part.)

## I. The relation and its derivation

### Result and conventions

A semiconductor fills the half-space $x>0$. Its dopants are uniform and fully ionized, with net density $N=N_D-N_A$, donors minus acceptors. Deep inside it is neutral, with electron density $n_0$ and hole density $p_0$. Let $\psi(x)$ be the electrostatic potential measured from this neutral bulk, $\psi_s=\psi(0)$ its surface value, and

$$v=\frac{q\psi_s}{kT},\qquad E_s=-\psi'(0). \tag{1}$$

Here $q>0$ is the elementary charge. A positive $E_s$ points into the semiconductor, and a positive $\psi_s$ means that the bands bend down towards the surface by the energy $q\psi_s$. The relation between field and band bending is

$$E_s=\operatorname{sgn}(\psi_s)\sqrt{\frac{2kT}{\varepsilon}\Big[p_0\left(e^{-v}+v-1\right)+n_0\left(e^{v}-v-1\right)\Big]}, \tag{2}$$

where $\varepsilon$ is the permittivity of the semiconductor. SI units are used in the formulas.

The relation concerns the field just inside the semiconductor. It holds in thermal equilibrium for carriers that obey Boltzmann statistics, in a static mean field that depends on $x$ alone. The dopant charge is treated as a smooth background and $\varepsilon$ as a constant. The neutral bulk must lie beyond the space charge.

### Bulk densities and carrier densities

In equilibrium no current flows and the Fermi level $E_F$ has the same value at every depth. With band edges $E_c(x)$ and $E_v(x)$ and effective band densities $N_c$ and $N_v$, Boltzmann statistics gives

$$n=N_c\,e^{-(E_c-E_F)/kT},\qquad p=N_v\,e^{-(E_F-E_v)/kT}. \tag{3}$$

In the product $np$ the Fermi level cancels. It depends on the gap $E_g=E_c-E_v$ alone, so that

$$np=N_cN_v\,e^{-E_g/kT}\equiv n_i^2. \tag{4}$$

This holds at each depth, and in particular $n_0p_0=n_i^2$. Neutrality of the bulk requires $p_0-n_0+N=0$. Both conditions are met by

$$n_0=n_ie^{u_b},\qquad p_0=n_ie^{-u_b},\qquad u_b=\operatorname{arsinh}\frac{N}{2n_i}, \tag{5}$$

because the product is $n_i^2$ and the difference is $n_0-p_0=2n_i\sinh u_b=N$. The number $u_b$ is positive for n-type and negative for p-type material.

An electron has charge $-q$, so a potential $\psi$ lowers its energy by $q\psi$, and both band edges move down by this amount: $E_c(x)=E_c(\infty)-q\psi(x)$, and likewise for $E_v$. Inserting this in (3), with $E_F$ unchanged, gives

$$n=n_0e^{y},\qquad p=p_0e^{-y},\qquad y(x)=\frac{q\psi(x)}{kT}. \tag{6}$$

Electrons collect where the potential is high, and holes where it is low.

### Poisson's equation and its first integral

The charge density is $\rho=q(p-n+N)$. With $N=n_0-p_0$ and (6), Poisson's equation reads

$$\psi''=-\frac{\rho}{\varepsilon}=-\frac{q}{\varepsilon}\left[p_0e^{-y}-n_0e^{y}+n_0-p_0\right]. \tag{7}$$

The right side depends on $x$ through $\psi$ alone. Multiplication by $2\psi'$ therefore makes both sides total derivatives. The left side becomes $2\psi'\psi''=\frac{d}{dx}(\psi')^2$, and hence

$$\frac{d}{dx}(\psi')^2=-\frac{2}{\varepsilon}\,\rho(\psi)\,\psi'. \tag{8}$$

Integrate from a depth $x$ to the neutral bulk, where $\psi$ and $\psi'$ both vanish. On the right, $\psi'dx=d\psi$, and the integration runs from $\psi(x)$ to $0$. Reversing these limits changes the sign:

$$0-\left[\psi'(x)\right]^2=-\frac{2}{\varepsilon}\int_{\psi(x)}^{0}\rho\,d\psi=+\frac{2}{\varepsilon}\int_0^{\psi(x)}\rho\,d\psi . \tag{9}$$

In the remaining integral $d\psi=(kT/q)\,dy$. Each term is elementary:

$$\begin{aligned}
\int_0^{\psi}\rho\,d\psi
&=kT\int_0^{y}\left[p_0e^{-t}-n_0e^{t}+n_0-p_0\right]dt\\
&=kT\left[p_0(1-e^{-y})-n_0(e^{y}-1)+(n_0-p_0)y\right]\\
&=-kT\left[p_0(e^{-y}+y-1)+n_0(e^{y}-y-1)\right].
\end{aligned} \tag{10}$$

The last line collects the terms with $p_0$ and those with $n_0$. Denote its bracket by

$$B(y)=p_0(e^{-y}+y-1)+n_0(e^{y}-y-1). \tag{11}$$

Equations (9) and (10) then give, at every depth,

$$\left[\psi'(x)\right]^2=\frac{2kT}{\varepsilon}B\big(y(x)\big). \tag{12}$$

At the surface $y=v$, and (12) is the square of (2).

### The sign of the field

The function $f(t)=e^t-t-1$ has derivative $e^t-1$, which is negative for $t<0$ and positive for $t>0$. Its minimum is therefore $f(0)=0$, and $f(t)>0$ for $t\ne0$. Since $B(y)=p_0f(-y)+n_0f(y)$, also $B(y)>0$ for $y\neq0$.

Let $\psi_s\ne0$. If $\psi$ reached zero at a finite depth, (12) would make $\psi'$ vanish there too. The second-order equation (7) has one solution with given $\psi$ and $\psi'$ at a point, and for zero values it is $\psi=0$ everywhere. That contradicts $\psi_s\neq0$. So $\psi$ keeps its sign, (12) keeps $\psi'$ away from zero, and $\psi'$ keeps its sign as well. The potential must decay to zero, so $\psi'$ has the sign opposite to $\psi_s$, and $E_s=-\psi'(0)$ has the sign of $\psi_s$. This completes the derivation of (2).

The relation can be inverted. The derivative $B'(y)=p_0(1-e^{-y})+n_0(e^{y}-1)$ has the sign of $y$, so $|E_s|$ grows steadily with $|\psi_s|$ on either side of flat band. Each surface field belongs to one band bending.

Exchanging $n_0$ with $p_0$ and reversing $\psi_s$ leaves $B$ unchanged and reverses $E_s$. Results for p-type material thus carry over to n-type material with this exchange.

### The hyperbolic form

The reduced potential at the surface, counted from the intrinsic condition, is $u_s=u_b+v$. Inserting (5) in (11) at $y=v$ gives

$$\begin{aligned}
B(v)&=n_i\left[e^{-u_b-v}+e^{u_b+v}-\left(e^{u_b}+e^{-u_b}\right)-v\left(e^{u_b}-e^{-u_b}\right)\right]\\
&=2n_i\left[\cosh u_s-\cosh u_b-(u_s-u_b)\sinh u_b\right].
\end{aligned} \tag{13}$$

The prefactor of the hyperbolic bracket in $E_s^2$ is $(2kT/\varepsilon)\,2n_i=4kTn_i/\varepsilon$. Define the intrinsic length

$$L_i=\sqrt{\frac{\varepsilon kT}{2q^2n_i}},\qquad\text{so that}\qquad \left(\frac{kT}{qL_i}\right)^2=\frac{2kTn_i}{\varepsilon}. \tag{14}$$

The prefactor is twice this square, and therefore

$$|E_s|=\frac{kT}{qL_i}\sqrt{2}\,\Big[\cosh u_s-\cosh u_b-(u_s-u_b)\sinh u_b\Big]^{1/2}. \tag{15}$$

This is the Kingston–Neustadter form. It treats both doping types alike: the doping enters through $u_b$, and the material and temperature through $n_i$, $\varepsilon$ and $kT$. The form (2) shows more directly which carriers produce the field.

### Charge and force balance

Integrating $\psi''=-\rho/\varepsilon$ over the whole depth gives $0-\psi'(0)=-Q/\varepsilon$, where $Q=\int_0^\infty\rho\,dx$ is the semiconductor charge per area. Since $-\psi'(0)=E_s$,

$$Q=-\varepsilon E_s. \tag{16}$$

A field that points into the semiconductor ends on negative charge there.

The relation can also be read as a balance of forces. Let $n_s$ and $p_s$ be the surface densities. Sorting (11) differently, with $n_0-p_0=N$, turns (2) into

$$\frac{\varepsilon E_s^2}{2}=kT\left[(n_s-n_0)+(p_s-p_0)\right]-qN\psi_s. \tag{17}$$

To see why, write $E=-\psi'$ for the local field. The electric force per area on all charge is

$$\int_0^\infty\rho E\,dx=\varepsilon\int_0^\infty E'E\,dx=-\frac{\varepsilon E_s^2}{2}.$$

The carriers form ideal gases of total pressure $P=kT(n+p)$. By (6), $dP/dx=kT(n-p)y'=q(p-n)E$, so the force on them is $P(\infty)-P(0)$. The force on the fixed dopants is $qN\int_0^\infty E\,dx=qN\psi_s$. Adding the two and changing the sign gives (17). The electric stress at the surface is thus held by the excess gas pressure of the carriers and by the lattice, through the dopants.

### Small bending and the depth of the space charge

For $|y|\ll1$ the exponentials in (11) are expanded to third order:

$$B(y)\approx(n_0+p_0)\frac{y^2}{2}+(n_0-p_0)\frac{y^3}{6}. \tag{18}$$

The leading term in (12) gives $(\psi')^2=kT(n_0+p_0)y^2/\varepsilon=\psi^2/L_D^2$, with the Debye length

$$L_D=\sqrt{\frac{\varepsilon kT}{q^2(n_0+p_0)}}. \tag{19}$$

Taking the square root of (18), with $\sqrt{1+\delta}\approx1+\delta/2$, yields near flat band

$$E_s\approx\frac{\psi_s}{L_D}\left[1+\frac{N}{n_0+p_0}\,\frac{v}{6}\right]. \tag{20}$$

In strongly p-type material the fraction is close to $-1$. A small positive bending, which removes holes, then needs a weaker field than an equal negative one, which adds holes.

Deep in the space charge $|y|$ is small, whatever its surface value, and $\psi'=-\psi/L_D$ there. The tail decays as $e^{-x/L_D}$. The "neutral bulk" is thus an asymptotic condition. In practice the semiconductor must extend several Debye lengths beyond the main space charge.

A thin film can fail this condition. Equation (8) then still makes $(\psi')^2-(2kT/\varepsilon)B(y)$ independent of $x$. In a symmetric film $\psi'=0$ at the midplane, where the reduced potential is $y_m$, and

$$E_s^2=\frac{2kT}{\varepsilon}\left[B(v)-B(y_m)\right]. \tag{21}$$

The zero of $\psi$ is here that of a thick neutral piece with the same doping and Fermi level. If the midplane is not neutral, the field at a given $\psi_s$ is lower than (2) states.

### Depletion and accumulation in p-type material

Let acceptors dominate, so that $p_0\approx|N|\gg n_0$. A positive bending of several $kT/q$ removes the holes near the surface. As long as the electron term is still small, $e^{-v}$ and $n_0(e^v-v-1)$ can be dropped from $B$, and

$$E_s^2\approx\frac{2kTp_0}{\varepsilon}(v-1)=\frac{2q|N|}{\varepsilon}\left(\psi_s-\frac{kT}{q}\right). \tag{22}$$

The part proportional to $\psi_s$ is the result for a layer emptied of holes up to a sharp edge. The subtracted $kT/q$ comes from the term $-p_0$ in $B$. In the language of (17), it is the lost hole pressure $kTp_0$ at the surface.

For negative $\psi_s$ holes accumulate. When $e^{-v}\gg|v|+1$, the first exponential dominates and

$$E_s\approx-\sqrt{\frac{2kTp_s}{\varepsilon}},\qquad p_s=p_0e^{-v}. \tag{23}$$

The electric stress is then carried almost wholly by the pressure of the surface holes.

## II. Inversion, a silicon example and the limits of the model

### Symbols and results carried over

The potential $\psi$ is measured from the neutral bulk, $\psi_s$ is its surface value, and $v=q\psi_s/kT$. The bulk densities are $n_0$ and $p_0$, the surface densities $n_s=n_0e^v$ and $p_s=p_0e^{-v}$. The net doping is $N$, negative for p-type material. The surface field $E_s$ and the charge per area $Q$ obey

$$E_s^2=\frac{2kT}{\varepsilon}B(v),\quad B(v)=p_0(e^{-v}+v-1)+n_0(e^{v}-v-1),\quad Q=-\varepsilon E_s, \tag{24}$$

and $E_s$ has the sign of $\psi_s$. The Debye length $L_D$ is defined in (19). The rest of this half treats p-type material.

### Inversion

As $\psi_s$ rises, electrons gather at the surface. The usual threshold is the bending at which $n_s=p_0$. This means $e^v=p_0/n_0=p_0^2/n_i^2$, where $n_0=n_i^2/p_0$ was used, so

$$\psi_{\rm th}=\frac{2kT}{q}\ln\frac{p_0}{n_i}. \tag{25}$$

At threshold the electron term of $B$ is about $p_0$, while the hole term is $p_0(v-1)$ with $v\gg1$. The electrons thus contribute little to the field at first. Their term grows as $e^v$, however, and in the silicon example below it exceeds the hole term from about 0.09 V above threshold.

To separate the electron charge, let $E_d$ be the field that (24) gives at the same $\psi_s$ without the electron term. Then

$$E_s^2-E_d^2=\frac{2kT}{\varepsilon}n_0(e^v-v-1)\approx\frac{2kTn_s}{\varepsilon}. \tag{26}$$

Factor the left side as $2\bar F(E_s-E_d)$, with the mean field $\bar F=(E_s+E_d)/2$. If $\varepsilon E_d$ is taken as the charge of the depleted acceptors, the electron sheet density is

$$N_{\rm inv}\approx\frac{\varepsilon(E_s-E_d)}{q}\approx n_s\,\frac{kT}{q\bar F}. \tag{27}$$

This is the content of a layer whose density falls as $e^{-q\bar Fx/kT}$, as in an isothermal atmosphere.

The split is an underestimate in this model. The depleted charge per area, divided by $q$, is $\int(p_0-p)\,dx=\int_0^{\psi_s}(p_0-p)\,d\psi/E(\psi)$. With the electrons present, the field $E(\psi)$ at each potential is larger than without them. The integral is therefore smaller than $\varepsilon E_d/q$, and more of the total charge belongs to the electrons than (27) assigns to them.

This part has derived the relation between surface field and band bending, with its limiting forms for depletion and accumulation, the inversion threshold and an estimate of the electron sheet density. What remains is to apply it to a silicon surface, compare it with a direct numerical solution and examine the limits of the model.
